Compensating implantation defects and the Arrhenius slope of hole density

**1. What dimensions fix**

A hole is set free when a neutral acceptor becomes a negative ion. In equilibrium, the reaction "neutral acceptor ⇌ free hole + ion" relates three densities. Two stand on the right and one on the left, so the relation needs a constant K that is itself a density:

(hole density) × (ion density) = K × (neutral density).

Freeing one hole costs the ionization energy E_A, so K carries the factor exp(−E_A/kT), as Lemma 2 will prove. At low temperature nearly all available acceptors are neutral, and their density is nearly constant. The exponent then depends on what sets the ion density. If every ion comes from a freed hole, the left side is p², and p varies as K^(1/2). If defects hold the ion density at a fixed value, the left side is proportional to p, and p varies as K. The slope is E_A/2 in the first case and E_A in the second.

**2. Setting and assumptions**

Densities are in cm⁻³, energies in eV and temperatures in K. Write β = 1/kT. Electron energies are measured upward from the valence band edge, and E_F is the Fermi level on that scale.

A1. The layer is uniform and neutral, with N_A acceptors per volume. Each has one level at E_A and g equivalent neutral states, and binds at most one hole.

A2. Implantation leaves N_D donor-like defects per volume, with a level at E_d. Each can give one electron to an acceptor. A defect that gives two counts twice.

A3. E_d − E_A is many times kT, and N_D < N_A. All defects are taken as positively charged. This holds while E_F stays many kT below E_d, as it does at low temperature, where E_F lies near or below E_A.

A4. The valence band is parabolic with mass m, and holes in it are sparse: exp(−βE_F) ≪ 1. Conduction electrons are negligible.

A5. Centres do not interact, and E_A does not depend on temperature.

The number of acceptors left after compensation is written M = N_A − N_D.

**3. Theorem**

Let K = (N_v/g) exp(−βE_A), with N_v = 2(2πmkT/h²)^(3/2). Under A1 to A5, as T → 0 at fixed N_A and N_D:

(a) if N_D = 0, then p/(K N_A)^(1/2) → 1, and ln(p/T^(3/4)) plotted against β has slope −E_A/2;

(b) if 0 < N_D < N_A, then p/(K M/N_D) → 1, and ln(p/T^(3/2)) plotted against β has slope −E_A.

Part (b) holds for any nonzero N_D, however small. What a small N_D changes is how cold the layer must be.

**4. Lemma 1: holes in the band**

p = N_v exp(−βE_F).

Proof. With two spin states, the number of band states per volume between k and k + dk is

2 · 4πk² dk/(2π)³ = k² dk/π².

A hole at depth E below the edge has k = (2mE)^(1/2)/ħ, so dk = ½(2m/ħ²)^(1/2) E^(−1/2) dE. The density of states is therefore

D(E) = (1/2π²)(2m/ħ²)^(3/2) E^(1/2).

The state lies at electron energy −E. The chance that it lacks an electron is

1 − 1/[1 + exp(β(−E − E_F))] = 1/[1 + exp(β(E + E_F))] ≈ exp(−β(E + E_F)),

where the last step uses A4. Since ∫₀^∞ E^(1/2) exp(−βE) dE = (√π/2)(kT)^(3/2),

p = (1/2π²)(2m/ħ²)^(3/2) (√π/2)(kT)^(3/2) exp(−βE_F).

The factor before the exponential equals 2(mkT/2πħ²)^(3/2). With ħ = h/2π this is N_v. ∎

**5. Lemma 2: mass action**

If N_A⁻ and N_A⁰ are the densities of ionized and neutral acceptors, then

p N_A⁻/N_A⁰ = K.

Proof. Describe an acceptor by its bound holes. With none it is ionized, and this single state has weight 1. With one it is neutral. A bound hole has energy −E_A relative to a hole at the band edge, and the chemical potential of holes is −E_F. Each of the g neutral states thus has weight exp(−β[−E_A − (−E_F)]) = exp(β(E_A − E_F)). States with two bound holes are left out by A1. Repulsion makes the binding of a second hole weak at best, but if it is bound at all, such states would matter at very low temperature when N_D = 0. Hence

N_A⁻/N_A⁰ = (1/g) exp(β(E_F − E_A)).

Multiplying by p from Lemma 1 cancels E_F and leaves (N_v/g) exp(−βE_A) = K. ∎

**6. Lemma 3: the equation for p**

p(p + N_D) = K(M − p).     (1)

Proof. The positive charges are p holes and N_D defects, and the negative charges are the ionized acceptors, so N_A⁻ = p + N_D. The neutral acceptors number N_A⁰ = N_A − N_D − p = M − p. Insert both in Lemma 2. ∎

For p between 0 and M, the left side of (1) rises from zero and the right side falls to zero, so there is one solution. Expanding gives p² + (N_D + K)p − KM = 0. With R = [(N_D + K)² + 4KM]^(1/2), the positive root is p = [R − (N_D + K)]/2. Multiplying above and below by R + N_D + K, and using R² − (N_D + K)² = 4KM, gives

p = 2KM/(N_D + K + R).     (2)

This form avoids subtracting two nearly equal numbers when KM is much smaller than N_D².

**7. Proof of the theorem**

As T → 0, the exponential drives K to zero.

(a) With N_D = 0, equation (1) reads p² = K(N_A − p). Hence p² ≤ K N_A, so p → 0. Taking the root,

p = (K N_A)^(1/2) (1 − p/N_A)^(1/2),

and the last factor tends to 1. Since K^(1/2) contains N_v^(1/2), which varies as T^(3/4), the leading law is ln(p/T^(3/4)) = constant − βE_A/2.

(b) With N_D > 0, equation (1) gives pN_D ≤ KM, so again p → 0. Solving (1) for the p that multiplies the bracket,

p = (KM/N_D) (1 − p/M)/(1 + p/N_D),

and the last fraction tends to 1. Now K enters to the first power, N_v contributes T^(3/2), and ln(p/T^(3/2)) = constant − βE_A.

That the slopes themselves converge follows from the next lemma. ∎

**8. Lemma 4: the slope at any temperature**

Define S = −d ln p/dβ. Then

S = (E_A + 3kT/2)/[1 + p/(p + N_D) + p/(M − p)].     (3)

Proof. The logarithm of (1) is ln p + ln(p + N_D) − ln(M − p) = ln K. In terms of d ln p = dp/p, the second term changes by [p/(p + N_D)] d ln p. The third changes by +[p/(M − p)] d ln p, because M − p falls as p rises. On the right, ln K = constant − (3/2) ln β − βE_A, so d ln K/dβ = −3kT/2 − E_A. Divide by the bracket and change the sign. ∎

As p → 0, the bracket tends to 2 when N_D = 0, because p/(p + 0) = 1. It tends to 1 when N_D > 0. The raw slopes approach E_A/2 + 3kT/4 and E_A + 3kT/2. Dividing p by T^a subtracts a·kT from S, since −d ln T/dβ = kT. The choices a = 3/4 and a = 3/2 remove the band terms.

Equation (3) also covers the hot limit K ≫ N_A, within A4 and provided the defects stay charged. As the acceptors are exhausted the Fermi level rises above E_A, so this needs a deep defect level. For the implanted layer of section 13, with its level at 1.0 eV, a third of the defects are neutral at 1300 K, where K/N_A is 15, and p exceeds M at 1600 K. The following assumes that all defects remain charged. There p approaches M, and (1) gives M − p ≈ M N_A/K. The last term of the bracket is about K/N_A, so S ≈ (E_A + 3kT/2)N_A/K, which tends to zero: the acceptors are exhausted.

**9. Remark: where the factor of two comes from**

The binding energy of a hole is the same in both layers. What differs is the number of places to which a free hole can return. Without defects, cooling removes holes and ions together. Each remaining hole finds fewer ions to recombine with, which slows the fall of p. With defects, N_D ions remain however few holes there are, and this relief is absent.

The Fermi level shows the same thing. In case (a), setting N_v exp(−βE_F) equal to (N_v N_A/g)^(1/2) exp(−βE_A/2) gives

E_F = E_A/2 + (kT/2) ln(gN_v/N_A).

In case (b), N_A⁻/N_A⁰ = N_D/M, and the ratio in Lemma 2 gives

E_F = E_A + kT ln(gN_D/M).

Partly filled acceptors hold the Fermi level near their own energy. Without defects it tends to the midpoint between acceptor level and band edge.

**10. Remark: a count without a Fermi level**

Take a volume V with A = N_A V acceptors and D = N_D V defects. If n holes are free, D + n acceptors are ionized. The statistical weight is

W(n) = C(A, D + n) g^(A−D−n) (N_v V)^n exp(−nβE_A)/n!,

where C(A, D + n) counts the choices of ionized acceptors, the power of g counts neutral states, and (N_v V)^n/n! is the partition function of n sparse holes. The ratio of successive weights is

W(n+1)/W(n) = KV(A − D − n)/[(D + n + 1)(n + 1)].

The most probable n lies where this ratio passes 1. For large n, division by V² then returns equation (1).

**11. Crossover between the slopes**

For N_D ≪ N_A, the half slope survives in the window N_D ≪ p ≪ N_A. Its cold end is marked by p = N_D. Inserting this in (1) gives 2N_D² = K(N_A − 2N_D), or

K = 2N_D²/(N_A − 2N_D),  for N_D < N_A/2.     (4)

At that point the bracket in (3) is 1 + 1/2 + N_D/(N_A − 2N_D). For slight compensation this is close to 3/2, and S is two thirds of E_A + 3kT/2. If N_D is a tenth of N_A, there is no wide window, and the half slope never forms a plateau.

**12. Where the theorem fails**

Acceptor loss without donors. If damage merely removes acceptors, part (a) applies with a smaller N_A. The density falls, but the slope stays at half.

Defect level too low. Let 0 < E_d < E_A, against A3. A neutral defect has two spin states of weight 1, and a charged one holds a hole and has weight exp(β(E_d − E_F)). With E_F between the levels and kT small,

N_D⁺ ≈ (N_D/2) exp(−β(E_F − E_d)),  N_A⁻ ≈ (N_A/g) exp(−β(E_A − E_F)).

The ratio p/N_D⁺ = (2N_v/N_D) exp(−βE_d) vanishes on cooling, so neutrality becomes N_D⁺ = N_A⁻. Solving for E_F,

E_F = (E_A + E_d)/2 + (kT/2) ln[gN_D/(2N_A)].

By Lemma 1 the slope of ln(p/T^(3/2)) is −(E_A + E_d)/2. For E_A = 0.37 eV and E_d = 0.20 eV this is 0.285 eV in size, and numerical neutrality at 100 K gives 0.28500 eV.

Too many defects. Let N_D > N_A, with E_d well above E_A. All acceptors are ionized, and only N_A of the defects can be charged. From the same weights, 1/[1 + 2 exp(β(E_F − E_d))] = N_A/N_D, so exp(β(E_F − E_d)) = (N_D − N_A)/(2N_A) and

p = N_v [2N_A/(N_D − N_A)] exp(−βE_d).

The slope is now set by the defect. With E_d = 1.0 eV and N_D = 2N_A, the numerical slope at 300 K is 1.0000 eV after the band term is removed.

**13. Example: boron-doped diamond**

Diamond hosts implanted qubits, and boron is its usual acceptor. Rough values are E_A = 0.37 eV, m = 0.8 electron masses and g = 4. Take N_A = 10¹⁷ cm⁻³ in a layer 500 nm thick. It receives 2.5 × 10¹¹ ions/cm², spread evenly in depth and adding no acceptors. Suppose that two donor charges per ion survive annealing, at a level of 1.0 eV. Then

N_D = 2 × 2.5 × 10¹¹/(5 × 10⁻⁵) = 10¹⁶ cm⁻³.

At 300 K, kT = 0.02585 eV and N_v = 1.80 × 10¹⁹ cm⁻³, so

K = (1.80 × 10¹⁹/4) exp(−0.37/0.02585) = 2.73 × 10¹² cm⁻³.

The limiting laws give

no defects: p ≈ (2.73 × 10¹² × 10¹⁷)^(1/2) = 5.2 × 10¹⁴ cm⁻³,
implanted: p ≈ 2.73 × 10¹² × 9 = 2.5 × 10¹³ cm⁻³.

Equation (2) gives 5.213 × 10¹⁴ and 2.452 × 10¹³ cm⁻³. Averaging n over the weights of section 10, for 100,000 acceptors, gives 5.210 × 10¹⁴ and 2.452 × 10¹³ cm⁻³. Defects numbering a tenth of the acceptors have cut the hole density by a factor of 21. The Fermi level has moved from 0.270 to 0.349 eV.

For the slopes, compare 250 and 350 K, between which β changes by 13.26 eV⁻¹:

no defects: ln(1.618 × 10¹⁵/1.089 × 10¹⁴)/13.26 = 0.203 eV,
implanted: ln(2.333 × 10¹⁴/1.068 × 10¹²)/13.26 = 0.406 eV.

With the powers of T removed, these become 0.184 and 0.368 eV, close to 0.185 and 0.370 eV. The small deficits come from the p-dependent terms in (3): at 350 K, p/N_A is 1.6% in the first layer and p/N_D is 2.3% in the second.

A real unimplanted layer has some donors. With 10¹³ cm⁻³ of them, the raw slope over the same range is 0.207 eV, still near half. By (4), however, p equals N_D at 205 K, and at 100 K the slope without the band term is 0.370 eV. In the model, this layer reaches the full slope with no implantation at all. The value at 100 K is a limit, not a measurable slope: p is then about 2 × 10³ cm⁻³, or 0.1 hole per cm² of layer. At 150 K, where p is 6 × 10⁹ cm⁻³, the slope is already within 0.001 eV of the full value. In the implanted layer the crossover lies at 517 K, so room temperature is already on its cold side.

A test of (2) and (3) used numerical neutrality with Fermi–Dirac band occupation. For donor densities of 0, 10¹³, 10¹⁵, 10¹⁶ and 5 × 10¹⁶ cm⁻³, at 150, 250, 350 and 600 K, densities and slopes agreed within 0.1% of the numerical values.

**14. The model beside a real layer**

The acceptor energy is typical of dilute boron in diamond. The residual 10¹³ cm⁻³ describes very pure material; more donors would narrow the half-slope window. The surviving charge per ion and the defect level are assumptions, since both depend on the ion and the anneal. Uniformity is an idealization too, because a single-energy implant has a peaked depth profile. Suppose that 10% of the thickness keeps only its residual donors, and treat each part as separately neutral. At 300 K the implanted part contributes 0.9 × 2.45 × 10¹³ = 2.2 × 10¹³ cm⁻³ to the mean density, and the spared part 0.1 × 5.16 × 10¹⁴ = 5.2 × 10¹³ cm⁻³. On this reckoning the spared tenth holds most of the holes, and the raw slope of the mean density falls from 0.406 to 0.263 eV.

Separate neutrality, however, requires regions much wider than the screening length. In the spared material this is [εkT/(2e²p)]^(1/2) = 89 nm at 300 K, with kT in joules, and it grows on cooling as long as holes far outnumber the residual donors. A spared sheet of this layer would be only 50 nm thick. Most of its holes would spill into the implanted part, and Poisson's equation then gives a slope of 0.40 eV, almost the full value. An intermediate slope can therefore signal uneven damage only if the spared regions are many screening lengths wide, such as large patches shielded by a mask. With a tenth of the material spared, the slope is 0.39 eV for sheets 200 nm wide, 0.36 eV at 500 nm and 0.27 eV at 5 μm.

The following effects change the slope of the implanted layer only slightly, though they can matter more for the density. The second is also large in the slope of an unimplanted layer:

- Coulomb disorder has the scale e²N_A^(1/3)/(4πε) = 11.7 meV for relative permittivity 5.7. This is 3% of E_A, but a shift of that size would change K by a factor of 1.57 at 300 K.
- A fixed surface band bending of 1 V empties a depth of about [2εV_s/(eM)]^(1/2) = 84 nm in the implanted layer, where V_s is the bending. A partly emptied tail raises the loss to the equivalent of 114 nm at 300 K. In the unimplanted layer screening is weaker and the tail is longer: with zero field at the back of the layer, which the tail reaches at 250 K, the loss is equivalent to 233 nm at 300 K and 373 nm at 250 K, which raises the raw slope from 0.207 to 0.280 eV. A bending of only 0.1 V already gives 0.26 eV, so a thin reference layer needs nearly flat bands at its surface.
- Two further acceptor states, assumed to be split off by 6 meV, would raise the effective g to 5.6 at 300 K and, with N_v left unchanged, change the slope of ln K by 1.7 meV. A split-off valence band would change it in the opposite direction.
- A band mass of 1.1 instead of 0.8 multiplies K by 1.61 and leaves its exponent alone.

Sparse occupation is safe, with p/N_v below 8 × 10⁻⁵ in these layers up to 350 K. So is full ionization of the defects: their neutral fraction at 300 K is 2 × 10⁻¹¹.

The result concerns hole density. A conductivity plot also contains the temperature dependence of the mobility and any hopping between acceptors, so its slope can be read as E_A/2 or E_A only after these are separated. In a layer with flat bands that obeys A1 to A5, a full slope then shows that fixed ions outnumber holes, but not that implantation made them. That needs a comparison with an unimplanted layer over the same temperatures. At the assumed two charges per ion, the fluence must also stay below 2.5 × 10¹² ions/cm², where N_D reaches N_A and part (b) ceases to apply. The numerical output lists the remaining values.

Numbers as computed

```
Acceptor energy 0.37 eV, band mass 0.8 m_e, g = 4
Acceptor density 1.00e+17 cm^-3
Layer 500 nm, fluence 2.50e+11 ions/cm^2
Surviving donor charges per ion 2
Donors: implanted 1.00e+16, unimplanted 1.00e+13 cm^-3
At 300 K: kT = 0.02585 eV, N_v = 1.796e+19 cm^-3
At 300 K: K = 2.732e+12 cm^-3
Hole densities in cm^-3 at 250, 300, 350 K:
  ideal: 1.089e+14, 5.213e+14, 1.618e+15
  unimplanted: 1.040e+14, 5.163e+14, 1.613e+15
  implanted: 1.068e+12, 2.452e+13, 2.333e+14
Implanted/ideal hole density at 300 K: 0.0470
Closed formula at 300 K: ideal 5.213e+14, implanted 2.452e+13 cm^-3
Canonical count at 300 K: ideal 5.210e+14, implanted 2.452e+13 cm^-3
Slopes from 250 to 350 K in eV (raw; power of T removed):
  ideal: 0.2035; 0.1844 (T^0.75)
  unimplanted: 0.2067; 0.1877 (T^0.75)
  implanted: 0.4061; 0.3681 (T^1.5)
At 100 K, power of T removed: ideal 0.18500, implanted 0.37000 eV
At 100 K, unimplanted with residual donors: 0.37000 eV
At 100 K, 90% of acceptors lost, no donors: 0.18500 eV
At 100 K, defect level at 0.20 eV: slope 0.28500 eV
At 300 K, N_D = 2 N_A, level 1.0 eV: slope 1.0000 eV
Fermi level at 300 K: ideal 0.2701, implanted 0.3491 eV
Temperature where p = N_D: unimplanted 204.9 K, implanted 516.8 K
Unimplanted slope/(E_A + 1.5 kT) at that point: 0.6666
Fluence at which donors equal acceptors: 2.50e+12 ions/cm^2
Neglected effects, sized for the example:
  10% of thickness unimplanted: raw slope of mean density 0.2629 eV
  Coulomb disorder scale (permittivity 5.7): 11.7 meV
  factor exp(scale/kT) at 300 K: 1.57
  surface depletion for 1 V bending: 84 nm
  split-off acceptor states at 6 meV: g = 5.59, slope shift 1.7 meV
  band mass 1.1 instead of 0.8: K times 1.61
  degeneracy, largest p/N_v at 350 K: 7.1e-05
  neutral fraction of defects at 300 K: 2.3e-11
  intrinsic density at 350 K, gap 5.5 eV, equal masses: 5.7e-21 cm^-3
  acceptor spacing 21.5 nm, bound-hole radius 0.36 nm
```
